# Photoelastic shift of an optical resonance with fixed boundaries

A lossless, non-magnetic crystal is part of an optical resonator. Its unstrained permittivity $\varepsilon(\mathbf r)$ is a real scalar. A small elastic strain

$$S_{kl}=\tfrac12(\partial_k u_l+\partial_l u_k)$$

is applied, where $\mathbf u$ is the displacement. We want the change of resonance frequency caused by the strained material while every surface and interface, and any gradual variation of $\varepsilon(\mathbf r)$, is held in its original place. Fields vary as $e^{-i\omega t}$, units are Gaussian, and $k_0=\omega/c$. Permittivity, strain and photoelastic constants are pure numbers, so the relative shifts are the same in SI units.

## (a) A small change of permittivity

**Question.** The permittivity changes by a small Hermitian tensor $\delta\varepsilon_{ij}(\mathbf r)$. Find the first-order shift of a non-degenerate mode, ignoring dispersion.

**Solution.** Maxwell's equations are $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\mathbf D$. The curl of the first gives

$$\nabla\times\nabla\times\mathbf E=\frac{\omega^2}{c^2}\,\varepsilon\mathbf E .$$

For two fields $\mathbf F,\mathbf G$, the product rule for a divergence gives

$$\int\mathbf F^*\!\cdot\nabla\times\nabla\times\mathbf G\,dV=\int(\nabla\times\mathbf F)^*\!\cdot(\nabla\times\mathbf G)\,dV+\oint[(\nabla\times\mathbf G)\times\mathbf F^*]\cdot d\mathbf A .$$

The surface term vanishes for localized fields, and at perfectly conducting walls, where tangential $\mathbf F$ is zero. For Bloch-periodic fields it cancels between opposite faces. The remaining integral is symmetric under exchange of the fields with conjugation, so the double curl is Hermitian. A mode that radiates appreciably breaks this condition.

Now let $\varepsilon\to\varepsilon+\delta\varepsilon$, $\mathbf E\to\mathbf E+\delta\mathbf E$, $\omega\to\omega+\delta\omega$. The first-order terms are

$$\nabla\times\nabla\times\delta\mathbf E=\frac{\omega^2}{c^2}(\varepsilon\,\delta\mathbf E+\delta\varepsilon\,\mathbf E)+\frac{2\omega\,\delta\omega}{c^2}\,\varepsilon\mathbf E .$$

Multiply by $\mathbf E^*$ and integrate. By Hermiticity the left side becomes $(\omega^2/c^2)\int\varepsilon\mathbf E^*\!\cdot\delta\mathbf E\,dV$, which cancels the first term on the right. The unknown field change has dropped out, leaving

$$\frac{\delta\omega}{\omega}=-\frac12\,\frac{\int\mathbf E^*\!\cdot\delta\varepsilon\,\mathbf E\,dV}{\int\varepsilon|\mathbf E|^2\,dV}.\tag{1}$$

Raising the permittivity lowers the frequency.

## (b) The photoelastic tensor

**Question.** Photoelastic constants describe the impermeability $\eta=\varepsilon^{-1}$ through $\delta\eta_{ij}=p_{ijkl}S_{kl}$, with repeated indices summed. Express the shift through $p$, and find the independent constants for silicon's cubic symmetry.

**Solution.** Varying $\varepsilon\eta=1$ gives $\delta\varepsilon\,\eta+\varepsilon\,\delta\eta=0$, so $\delta\varepsilon=-\varepsilon\,\delta\eta\,\varepsilon$. With $\mathbf D=\varepsilon\mathbf E$, the two minus signs in (1) combine:

$$\boxed{\frac{\delta\omega}{\omega}=\frac12\,\frac{\int D_i^*\,p_{ijkl}S_{kl}\,D_j\,dV}{\int\mathbf E^*\!\cdot\mathbf D\,dV}}\tag{2}$$

In a uniform region of index $n$, the numerator equals $n^4\int E_i^*p_{ijkl}S_{kl}E_j\,dV$.

The displacement gradient also contains a local rotation $R$. Since $\eta$ is a scalar before straining, $R\eta R^T=\eta$, and rotation adds nothing. In a birefringent crystal it would add a term, except for a rotation about the optic axis of a uniaxial crystal.

Both $\delta\eta$ and $S$ are symmetric here, so $p_{ijkl}$ can be taken symmetric under $i\leftrightarrow j$ and under $k\leftrightarrow l$. Silicon's symmetry includes reflection of each cube axis and every exchange of axes. Reflection $x\to-x$ reverses any component with an odd number of $x$ indices, so such components vanish. The survivors have indices equal in pairs, and axis exchange makes those of one type equal. Three constants remain:

$$p_{xxxx}=p_{11},\qquad p_{xxyy}=p_{12},\qquad p_{xyxy}=p_{44}.$$

On the cube axes,

$$\delta\eta_{xx}=p_{11}S_{xx}+p_{12}(S_{yy}+S_{zz}),\qquad \delta\eta_{xy}=2p_{44}S_{xy},$$

with the other components obtained by permutation. The factor 2 comes from adding the $S_{xy}$ and $S_{yx}$ terms of the tensor strain.

Equation (2) was tested on a three-dimensional periodic medium with non-uniform scalar permittivity, a rotated cubic crystal and a strain field containing shear. The four lowest frequencies were computed with small positive and negative strain. Their slopes agreed with (2) to $3\times10^{-8}$ of the largest slope. Both sides use the same plane-wave basis, so this checks the first-order formula and the tensor algebra, not the convergence of the basis.

## (c) Two modes of equal frequency

**Question.** Light travels along $z$ in uniform silicon under a uniform shear $S_{xy}$. Find the shifts of its two polarizations.

**Solution.** The strain selects the correct combination $\mathbf E=\sum_\beta a_\beta\mathbf E_\beta$. Normalize by $\int\mathbf E_\alpha^*\cdot\mathbf D_\beta\,dV=\delta_{\alpha\beta}$ and repeat part (a), projecting on each $\mathbf E_\alpha^*$:

$$\frac{\delta\omega}{\omega}a_\alpha=\frac12\sum_\beta M_{\alpha\beta}a_\beta,\qquad M_{\alpha\beta}=\int\mathbf D_\alpha^*\cdot\delta\eta\,\mathbf D_\beta\,dV .$$

For the $x$ and $y$ waves, normalization gives $\int|\mathbf D|^2dV=\varepsilon$. The diagonal elements vanish, while $M_{xy}=2\varepsilon p_{44}S_{xy}$. The eigenvalues of the matrix are $\pm M_{xy}$, hence

$$\frac{\delta\omega}{\omega}=\pm n^2p_{44}S_{xy}.$$

The new modes are polarized along the diagonals. Applying (2) to the $x$ wave alone would wrongly predict no shift. The wave travelling along $-z$ has the same frequency, but uniform strain cannot couple different wave vectors.

With $n=3.48$, $p_{44}=-0.05$ and $S_{xy}=10^{-5}$, the relative shifts are $\pm12.11\times0.05\times10^{-5}=\pm6.06\times10^{-6}$. At 193.41 THz this is $\pm1171$ MHz.

## (d) Dispersion

**Question.** How does the result change when $\varepsilon$ depends on frequency?

**Solution.** The wave equation contains $\omega^2\varepsilon(\omega)$, whose change due to $\delta\omega$ is

$$\delta\omega\,\frac{\partial(\omega^2\varepsilon)}{\partial\omega}=2\omega\,\delta\omega\left(\varepsilon+\frac{\omega}{2}\frac{\partial\varepsilon}{\partial\omega}\right).$$

The bracket replaces $\varepsilon$ in the denominator of (1). With group index $n_g=n+\omega\,dn/d\omega$,

$$\frac{\omega}{2}\frac{\partial n^2}{\partial\omega}=n\omega\frac{dn}{d\omega}=n(n_g-n).$$

If a fraction $F$ of $\int\varepsilon|\mathbf E|^2dV$ lies in the dispersive material and the rest is in air, the shift found without dispersion is multiplied by

$$\frac{1}{1+F(n_g-n)/n}.\tag{3}$$

## (e) A breathing silicon layer

**Question.** A suspended layer occupies $|z|<d/2$ in air. Light travels along $x$ with fixed wave number $\beta$. The layer carries $u_z=(S_0d/\pi)\sin(\pi z/d)$. Find the shifts of the lowest TE mode (electric field along $y$) and the lowest TM mode (magnetic field along $y$), with the faces fixed in the optical problem.

**Solution.** The layer models a wide ring of large radius with bending ignored. Its circumference $L$ fixes $\beta$ through $\beta L=2\pi m$, with $m$ an integer. Since $S_{xx}=0$, $L$ does not change. The one non-zero strain is

$$S_{zz}=S_0\cos bz,\qquad b=\pi/d .$$

It vanishes at the faces, as the normal stress $c_{11}S_{zz}$ must at free surfaces. With $z$ a cube axis, $\delta\eta_{xx}=\delta\eta_{yy}=p_{12}S_{zz}$ and $\delta\eta_{zz}=p_{11}S_{zz}$. The equality of the first two makes the result independent of the guide's direction in the plane. This change is diagonal, so it does not mix TE with TM, and uniform along $x$, so it does not mix $\beta$ with $-\beta$.

**TE.** Take $E_y=\cos\kappa z$ inside and $\cos(\kappa d/2)\,e^{-\gamma(|z|-d/2)}$ outside. The wave equation gives

$$\kappa^2+\beta^2=\varepsilon k_0^2,\qquad \beta^2-\gamma^2=k_0^2,$$

and continuity of $E_y$ and $E_y'$ gives $\kappa\tan(\kappa d/2)=\gamma$. Define

$$I_c=\int_{-d/2}^{d/2}\cos^2\kappa z\,dz=\frac d2+\frac{\sin\kappa d}{2\kappa},\qquad f=\cos^2\frac{\kappa d}{2}.$$

The two outer tails contribute $2f/(2\gamma)=f/\gamma$, so the denominator of (2) is $N_{\rm TE}=\varepsilon I_c+f/\gamma$.

The numerator needs $A=\int\cos^2\kappa z\cos bz\,dz$ over the layer. Write $\cos^2\kappa z=\frac12(1+\cos2\kappa z)$. The first part gives $1/b$. Expanding the product of cosines in the second gives

$$\frac12\left[\frac{\sin(\kappa d-\pi/2)}{2\kappa-b}+\frac{\sin(\kappa d+\pi/2)}{2\kappa+b}\right]=\frac{\cos\kappa d}{2}\left[\frac1{2\kappa+b}-\frac1{2\kappa-b}\right].$$

Therefore

$$A=\frac1b+\frac{b\cos\kappa d}{b^2-4\kappa^2},\qquad \left(\frac{\delta\omega}{\omega}\right)_{\rm TE}=\frac{p_{12}\varepsilon^2A}{2N_{\rm TE}}\,S_0 .\tag{4}$$

At $2\kappa=b$ the second term of $A$ takes its finite limit, $d/4$.

**TM.** Let $H_y=h(z)e^{i\beta x}$, with $h$ of the same form as $E_y$ above. From $\nabla\times\mathbf H=-ik_0\mathbf D$,

$$D_x=-\frac{ih'}{k_0}e^{i\beta x},\qquad D_z=-\frac{\beta h}{k_0}e^{i\beta x}.$$

Continuity of $h$ and of $\eta h'$, which is proportional to $E_x$, gives $\kappa\tan(\kappa d/2)=\varepsilon\gamma$. The common factor $k_0^{-2}$ cancels in (2), leaving the denominator

$$N_{\rm TM}=\int\eta(h'^2+\beta^2h^2)\,dz=\frac{\kappa^2(d-I_c)+\beta^2I_c}{\varepsilon}+\frac{(\gamma^2+\beta^2)f}{\gamma}.$$

Since $\int\cos bz\,dz=2/b$, the integral with $\sin^2\kappa z$ is $2/b-A$. Hence

$$\left(\frac{\delta\omega}{\omega}\right)_{\rm TM}=\frac{p_{12}\kappa^2(2/b-A)+p_{11}\beta^2A}{2N_{\rm TM}}\,S_0 .\tag{5}$$

**Thick layer.** When $\gamma d\gg1$, both matching conditions give $\kappa\to\pi/d$, so $A\to4d/(3\pi)$. The denominators tend to $\varepsilon d/2$ and $\beta^2d/(2\varepsilon)$, and $\kappa/\beta\to0$. Then

$$\frac{\delta\omega}{\omega}\to\frac12\,n^2p\,\frac{8}{3\pi}\,S_0,\qquad p=p_{12}\ \text{(TE)},\quad p=p_{11}\ \text{(TM)}.$$

The factor $8/(3\pi)\approx0.85$ is the strain averaged over the light intensity, relative to its peak.

## (f) The effect left out: moving faces

**Question.** Each face actually moves outward by $u_0=S_0d/\pi$. Find the resulting additional shift and the condition for neglecting it.

**Solution.** For TE, a layer of thickness $u_0$ at each face changes from air to silicon. The field $E_y$ is continuous, so (1) applies directly:

$$\left(\frac{\delta\omega}{\omega}\right)_{\rm faces}^{\rm TE}=-\frac{u_0(\varepsilon-1)f}{N_{\rm TE}} .$$

For TM, $h'$ jumps at a face, so the old and new fields must be kept apart. Maxwell's equations give $-(\eta h')'+\beta^2\eta h=k_0^2h$. Let tildes mark the displaced-face solution. Multiply its equation by $h$, the original equation by $\tilde h$, integrate by parts and subtract:

$$(\tilde k_0^2-k_0^2)\int h\tilde h\,dz=\int(\tilde\eta-\eta)(h'\tilde h'+\beta^2h\tilde h)\,dz .$$

In the new silicon, $\tilde\eta-\eta=1/\varepsilon-1$. Let $g=\eta h'$, which is continuous. The old slope there is $h'=g$ and the new one is $\tilde h'\approx\varepsilon g$, so the first product gives $-(\varepsilon-1)g^2$. At the face $g^2=\gamma^2f$ and $h^2=f$. The unperturbed equation also gives $k_0^2\int h^2dz=N_{\rm TM}$. Thus

$$\left(\frac{\delta\omega}{\omega}\right)_{\rm faces}^{\rm TM}=-\frac{u_0f}{N_{\rm TM}}\left[(\varepsilon-1)\gamma^2+\left(1-\frac1\varepsilon\right)\beta^2\right].$$

For a thick layer both results follow from $k_0^2=(\kappa^2+\beta^2)/\varepsilon$ with $\kappa\approx\pi/d$. A thickness increase $2u_0$ changes $\kappa^2$ by $-4u_0\kappa^2/d$, so

$$\left(\frac{\delta\omega}{\omega}\right)_{\rm faces}\to-\frac{2u_0\kappa^2}{\varepsilon k_0^2d}=-\frac{2\pi S_0}{\varepsilon k_0^2d^2}.$$

Dividing by the photoelastic limit gives

$$\frac{\text{moving faces}}{\text{photoelastic}}\to-\frac{3\pi^2}{2\varepsilon^2p\,k_0^2d^2}.\tag{6}$$

Both effects are first order in strain, so reducing $S_0$ does not improve the neglect. For this breathing mode and these lowest optical modes, the neglect requires a layer thick enough to make (6) small.

## (g) Numbers and limits of the model

**Question.** Evaluate the shifts for $d=3000$ nm, wavelength 1550 nm and $S_0=10^{-5}$. Use $n=3.48$, $p_{11}=-0.09$, $p_{12}=0.017$, and assess the approximations.

**Solution.** Here $\varepsilon=12.11$. For TE, $A=1313.7$ nm and $N_{\rm TE}=19060$ nm, so (4) gives

$$\frac{\delta\omega}{\omega}=\frac{0.017\times12.11^2\times1313.7}{2\times19060}\times10^{-5}=8.59\times10^{-7}.$$

At 193.41 THz this is $+166$ MHz, or $-1.33$ pm in wavelength.

For TM, $\kappa=1.043$ and $\beta=14.068\ \mu{\rm m}^{-1}$, $A=1.277\ \mu$m, $2/b=1.910\ \mu$m and $N_{\rm TM}=24.75\ \mu{\rm m}^{-1}$. The two numerator terms in (5) are $+0.012$ and $-22.74\ \mu{\rm m}^{-1}$, giving

$$\frac{\delta\omega}{\omega}=\frac{0.012-22.74}{2\times24.75}\times10^{-5}=-4.59\times10^{-6}.$$

This is $-888$ MHz, or $+7.12$ pm. The opposite signs follow from those of $p_{12}$ and $p_{11}$. Direct integration of the strained wave equations gives the same slopes, $0.085926$ and $-0.459190$ per unit $S_0$.

The faces move by 9.55 pm and add $-5.9$ MHz for TE and $-6.7$ MHz for TM. These are 3.5% and 0.8% of the photoelastic shifts in magnitude. With wavelength, material constants and peak strain held fixed, the signed ratio of the two effects is:

| $d$ (nm) | TE | TM |
|---:|---:|---:|
| 220 | $-1.95$ | $6.20$ |
| 500 | $-0.73$ | $0.32$ |
| 1000 | $-0.25$ | $0.07$ |
| 3000 | $-0.035$ | $0.008$ |

At 220 nm the faces dominate and even reverse the sign of the total TE shift. Equation (2) alone is then no estimate of the total. The thick-layer limit (6) also fails there: at 220 nm it gives $-7.5$ (TE) and $1.41$ (TM), while at 3000 nm it gives $-0.040$ and $0.0076$. For thin layers the closed forms of (e) and (f) must be used.

Dispersion, with $n_g=3.60$, multiplies both shifts by 0.967. With $\delta\eta$ kept linear in strain, the second-order terms are about $3\times10^{-6}$ (TE) and $1\times10^{-5}$ (TM) of the first-order shifts. The breathing frequency is 1.41 GHz, while the next even optical mode at the same $\beta$ lies about 4 THz higher. The optical mode profile can therefore follow the strain quasi-statically, and the calculated shifts are the peak excursions of its instantaneous eigenfrequency. The resonance line is seen to swing by these amounts only if its width is well above 1.41 GHz, that is, for a quality factor well below about $10^5$. For a much narrower line, both shifts being smaller than 1.41 GHz, the main peak stays at the unstrained frequency and sidebands appear at multiples of 1.41 GHz.

Sound also changes the temperature. For adiabatic compression, $\delta T=-\gamma_GTS_{zz}$, where $\gamma_G$ is the Grüneisen parameter. With $\gamma_G=0.45$ and $T=300$ K, the peak swing is 1.35 mK. Heat diffuses about 135 nm in the relevant time, much less than $d$, so the motion is nearly adiabatic. This length is comparable to phonon mean free paths in silicon at 300 K, so the bulk diffusivity gives only a rough estimate of it. Using $dn/dT=1.8\times10^{-4}\ {\rm K}^{-1}$, the thermal index change is $6.8\%$ of the photoelastic one for TE and $-1.3\%$ for TM. It must be added if $p$ was measured at constant temperature; adiabatic constants already include it.

The material constants are rough typical values, treated as exact inputs. Digits of the calculated shifts beyond the first one or two serve only to check the arithmetic. The TE shift is proportional to the small constant $p_{12}$ and inherits its full relative uncertainty, so even its first digit holds only if $p_{12}$ is known that well at 1550 nm: $p_{12}=0.009$ would give 88 MHz in place of 166 MHz. A real guide also has finite width. If its sides are free, zero sideways stress requires $S_{yy}=-(c_{12}/c_{11})S_{zz}$. For a guide along a cube axis this multiplies the local TE index change by

$$1-\frac{c_{12}p_{11}}{c_{11}p_{12}}=3.04,$$

using $c_{11}=166$ and $c_{12}=64$ GPa. The corresponding TM factor is 1.07. This local estimate ignores the motion of the side walls and the altered acoustic mode. It shows that the 166 MHz result applies to a wide layer, whereas a narrow guide needs its full strain field in (2). The numerical output lists the remaining intermediate values.

## Calculated quantities

```
silicon (rough): n = 3.48, group index = 3.6
silicon (rough): p11 = -0.09, p12 = 0.017, p44 = -0.05
silicon (rough): c11 = 166 GPa, c12 = 64 GPa, density = 2330 kg/m3
silicon (rough): dn/dT = 1.8e-04 1/K, Grueneisen = 0.45, heat diffusivity = 0.8 cm2/s
wavelength = 1550 nm, thickness = 3000 nm, T = 300 K, peak strain = 1e-05
optical frequency = 193.41 THz, k0 = 4.0537 1/um
face displacement u0 = 9.549 pm
breathing-mode frequency = 1.407 GHz
3D test: largest error / largest shift = 3.1e-08
shear S_xy = 1e-05, light along z: dw/w = +-6.055e-06, each 1171.2 MHz
TE: kappa = 0.9979, gamma = 13.4749, beta = 14.0714 1/um
TE: effective index = 3.4713, energy share in silicon = 0.99998
TE: overlap A = 1313.74 nm, norm = 19059.8 nm
TE: (dw/w)/S0 formula = 0.085926, direct = 0.085926
TE: photoelastic dw/w = 8.5926e-07, shift = 166.2 MHz = -1.332 pm
TE: shift per face displacement = 17.40 GHz/nm
TE: neglected moving faces = -5.87 MHz
TE: dispersion multiplies the shift by 0.9667
TE: second order / first order at S0 = 2.6e-06
TE: next even mode at same beta lies 3.84 THz up, sound/gap = 3.7e-04
TE: thermo-optic / photoelastic index change = 6.8 %
TE: factor for free sideways contraction (local estimate) = 3.04
TM: kappa = 1.0429, gamma = 13.4715, beta = 14.0682 1/um
TM: effective index = 3.4705, energy share in silicon = 0.99995
TM: overlap A = 1276.70 nm, norm = 0.0247491 1/nm
TM: (dw/w)/S0 formula = -0.459190, direct = -0.459190
TM: photoelastic dw/w = -4.5919e-06, shift = -888.1 MHz = 7.117 pm
TM: shift per face displacement = -93.01 GHz/nm
TM: neglected moving faces = -6.70 MHz
TM: dispersion multiplies the shift by 0.9667
TM: second order / first order at S0 = 1.1e-05
TM: next even mode at same beta lies 4.18 THz up, sound/gap = 3.4e-04
TM: thermo-optic / photoelastic index change = -1.3 %
TM: factor for free sideways contraction (local estimate) = 1.07
peak temperature swing = 1.35 mK, heat diffusion length = 135 nm
d = 220 nm: moving faces / photoelastic: TE -1.947, TM 6.202
d = 500 nm: moving faces / photoelastic: TE -0.733, TM 0.320
d = 1000 nm: moving faces / photoelastic: TE -0.251, TM 0.070
d = 3000 nm: moving faces / photoelastic: TE -0.035, TM 0.008
```
